# Kohn anomalies of free-electron metals in one, two and three dimensions: a numerical check

```python
"""Kohn anomalies of free electrons at q = 2 k_F in one, two, three dimensions.

Result under test: the static response chi_d(q) = N_d F_d(x), x = q/(2 k_F), is
  F_1 = ln|(1+x)/(1-x)| / (2x)                       (logarithmic divergence)
  F_2 = 1 - step(x-1) sqrt(1 - 1/x^2)                (square-root cusp)
  F_3 = 1/2 + (1-x^2)/(4x) ln|(1+x)/(1-x)|           (infinite slope)
and a phonon of bare frequency Omega is renormalized to
  (omega/Omega)^2 = 1 - lam F/(1 + U F),
lam = coupling strength, U = electron repulsion times density of states N_d.
y = x - 1.  Internal units: k_F = 1, E_F = 1, so the energy is k^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def closed_form(dim, x):
    log_term = np.log(abs((1 + x) / (1 - x)))
    if dim == 1:
        return log_term / (2 * x)
    if dim == 2:
        return 1.0 if x <= 1 else 1 - np.sqrt(1 - 1 / x**2)
    return 0.5 + (1 - x**2) / (4 * x) * log_term


def cross_section(dim, kz):
    """Transverse size of the Fermi sea at longitudinal wavenumber kz."""
    h = 1 - kz * kz
    if h <= 0:
        return 0.0
    return (1.0, 2 * np.sqrt(h), np.pi * h)[dim - 1]


def from_definition(dim, x):
    """Integrate (f_k - f_{k+q})/(e_{k+q} - e_k); no principal value needed."""
    q = 2 * x
    prefactor = (2.0, 2 / np.pi, 1 / np.pi)[dim - 1]

    def integrand(kz):
        change = cross_section(dim, kz) - cross_section(dim, kz + q)
        return change / (q * q + 2 * kz * q)

    edges = [-q / 2, 1 - q, 1.0] if q < 2 else [-1.0, 1.0]
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        total += quad(integrand, a, b, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
    return prefactor * total


def leading_form(dim, y):
    log_term = np.log(2 / abs(y))
    if dim == 1:
        return 0.5 * log_term
    if dim == 2:
        return 1 - np.sqrt(2 * max(y, 0.0))
    return 0.5 - 0.5 * y * log_term


def ratio_squared(F, lam, U):
    return 1 - lam * F / (1 + U * F)


# Closed forms against the defining integral
worst = 0.0
for dim in (1, 2, 3):
    for x in (0.2, 0.7, 0.99, 1.01, 1.3, 2.5):
        worst = max(worst, abs(from_definition(dim, x) - closed_form(dim, x)))
assert worst < 1e-7

# Slicing the sea into one-dimensional seas parallel to q
for x in (0.7, 1.3):
    def chord_log(s):
        return np.log(abs((x + s) / (x - s)))
    t0 = np.sqrt(1 - x * x) if x < 1 else 0.5
    u0 = x if x < 1 else 0.5
    slice2 = 2 * quad(lambda t: chord_log(np.sqrt(1 - t * t)), 0, 1,
                      points=[t0], limit=300)[0] / (2 * np.pi * x)
    slice3 = quad(lambda u: u * chord_log(u), 0, 1,
                  points=[u0], limit=300)[0] / (2 * x)
    assert abs(slice2 - from_definition(2, x)) < 1e-6
    assert abs(slice3 - from_definition(3, x)) < 1e-6

# Leading singular forms; tolerances are the size of the next order in y
for y in (-1e-2, -1e-3, 1e-3, 1e-2):
    size, log_term = abs(y), np.log(2 / abs(y))
    next_order = (size * log_term, 2 * size**1.5, size**2 * log_term)
    for dim in (1, 2, 3):
        error = abs(from_definition(dim, 1 + y) - leading_form(dim, y))
        assert error < next_order[dim - 1]


def slope_3d(y):
    h = 0.1 * abs(y)
    return (from_definition(3, 1 + y + h) - from_definition(3, 1 + y - h)) / (2 * h)


slopes = {}
for y in (-1e-2, -1e-3, -1e-4, 1e-4, 1e-3, 1e-2):
    predicted = 0.5 - 0.5 * np.log(2 / abs(y))
    slopes[y] = (slope_3d(y), predicted)
    assert abs(slopes[y][0] - predicted) < abs(y) * np.log(2 / abs(y)) + 2e-3

# Example parameters
kF = 1.0          # 1/angstrom
bare_meV = 20.0
lam, U = 0.5, 1.0
EF = (const.hbar * kF * 1e10)**2 / (2 * const.m_e) / const.e   # eV


def ring_ratio(steps, V=0.01, half_filled=60):
    """Squared frequency ratio from self-consistent energies on a ring."""
    dk = 1 / (half_filled + 0.5)
    length = 2 * np.pi / dk
    k = dk * np.arange(-4 * half_filled, 4 * half_filled + 1)
    occupied = 2 * half_filled + 1
    dos = 1 / np.pi
    v = U / dos
    hop = np.eye(k.size, k=steps) + np.eye(k.size, k=-steps)
    n = 0.0
    for _ in range(40):
        levels, states = np.linalg.eigh(np.diag(k**2) + (V + v * n) * hop)
        c = states[:, :occupied]
        n_new = 2 * np.sum(c[:-steps] * c[steps:]) / length
        if abs(n_new - n) < 1e-9:
            break
        n += 0.4 * (n_new - n)
    else:
        raise AssertionError("self-consistency not reached")
    energy = 2 * np.sum(levels[:occupied]) / length - v * n * n
    energy0 = 2 * np.sum(np.sort(k**2)[:occupied]) / length
    return steps * dk / 2, 1 + lam * (energy - energy0) / (dos * V * V)


ring = []
for steps in (85, 157):
    x, found = ring_ratio(steps)
    expected = ratio_squared(closed_form(1, x), lam, U)
    ring.append((x, found, expected))
    assert abs(found - expected) < 1e-3

# Phonon shape in two and three dimensions
y = 1e-4
rise = (ratio_squared(from_definition(2, 1 + y), lam, U)
        - ratio_squared(from_definition(2, 1 - y), lam, U))
assert abs(rise - lam * np.sqrt(2 * y) / (1 + U)**2) < 3e-5


def phonon_ratio(dim, y):
    return np.sqrt(ratio_squared(from_definition(dim, 1 + y), lam, U))


phonon_slopes = {}
for y in (-1e-2, -1e-3, 1e-3, 1e-2):
    h = 0.1 * abs(y)
    found = (phonon_ratio(3, y + h) - phonon_ratio(3, y - h)) / (2 * h)
    predicted = (lam * (0.5 * np.log(2 / abs(y)) - 0.5)
                 / (2 * phonon_ratio(3, 0.0) * (1 + U / 2)**2))
    phonon_slopes[y] = (found, predicted)
    assert abs(found / predicted - 1) < (0.02 if abs(y) < 5e-3 else 0.08)


# One dimension: edges of the unstable window
def window(lam_, U_):
    def f(y):
        return ratio_squared(from_definition(1, 1 + y), lam_, U_)
    return brentq(f, -0.3, -1e-5), brentq(f, 1e-5, 0.3)


low, high = window(lam, 0.0)
estimate = 2 * np.exp(-2 / lam)
assert low < -estimate < 0 < high < estimate
for lam_, U_ in ((0.25, 0.0), (0.75, 0.5)):
    narrow = 2 * np.exp(-2 / (lam_ - U_))
    for edge in window(lam_, U_):
        assert abs(abs(edge) / narrow - 1) < 0.01
limit_1d = np.sqrt(1 - lam / U)
gaps = [phonon_ratio(1, y) - limit_1d for y in (1e-2, 1e-4, 1e-6)]
assert gaps[0] > gaps[1] > gaps[2] > 0


# Dynamic response in one dimension, w = phonon energy / E_F
def dynamic_1d(x, w):
    q = 2 * x
    total = 0.0
    for shift in (w, -w):
        pole = (shift - q * q) / (2 * q)
        total += quad(lambda k: 1 / (2 * q), -1, 1,
                      weight='cauchy', wvar=pole)[0]
    return total


w = bare_meV * 1e-3 / EF
y_dyn = w / 4
at_2kF = dynamic_1d(1.0, w)
assert abs(at_2kF - 0.5 * np.log(2 / y_dyn)) < 1e-3
for y in (-10 * y_dyn, 10 * y_dyn):
    assert abs(dynamic_1d(1 + y, w) - closed_form(1, 1 + y)) < 5e-3
y_pole = brentq(lambda y: (2 * (1 + y) - 1)**2 - 1 - w, 0, 0.1, xtol=1e-15)
assert abs(y_pole / y_dyn - 1) < 0.01
assert dynamic_1d(1 + y_pole * (1 + 1e-6), w) > at_2kF + 2

# Printed results
THz_per_meV = 1e-3 * const.e / const.h / 1e12
print(f"k_F = {kF:.1f} 1/angstrom, 2k_F = {2 * kF:.1f} 1/angstrom")
print(f"Fermi energy = {EF:.4f} eV")
print(f"bare phonon energy = {bare_meV:.1f} meV, lam = {lam}, U = {U}")
print(f"largest error, closed forms vs definition = {worst:.1e}")
print("response F_d from the definition (dimensionless)")
for y in (-0.1, -0.01, -0.001, 0.001, 0.01, 0.1):
    F = [from_definition(d, 1 + y) for d in (1, 2, 3)]
    print(f" y={y:+.3f}: F1={F[0]:.4f} F2={F[1]:.4f} F3={F[2]:.5f}")
print("leading forms (dimensionless)")
for y in (-0.01, 0.01):
    F = [leading_form(d, y) for d in (1, 2, 3)]
    print(f" y={y:+.3f}: F1={F[0]:.4f} F2={F[1]:.4f} F3={F[2]:.5f}")
print("3D slope dF3/dx: numerical, leading form")
for y, (a, b) in slopes.items():
    print(f" y={y:+.4f}: {a:.4f}, {b:.4f}")
print("ring test of (omega/Omega)^2: diagonalization, formula")
for x, a, b in ring:
    print(f" x={x:.4f}: {a:.5f}, {b:.5f}")
print("phonon energy in meV at y = -0.01, 0, +0.01")
for dim in (1, 2, 3):
    middle = limit_1d if dim == 1 else phonon_ratio(dim, 0.0)
    row = [phonon_ratio(dim, -0.01), middle, phonon_ratio(dim, 0.01)]
    print(f" {dim}D: " + ", ".join(f"{bare_meV * r:.3f}" for r in row))
    print(f" {dim}D at 2k_F: {bare_meV * middle * THz_per_meV:.3f} THz")
print("3D phonon slope d(omega/Omega)/dx: numerical, leading form")
for y, (a, b) in phonon_slopes.items():
    print(f" y={y:+.3f}: {a:.4f}, {b:.4f}")
print(f"1D, U=0: unstable from y = {low:.4f} to {high:.4f}")
print(f"1D, U=0: leading half-width = {estimate:.4f}")
print(f"1D, U=0: unstable q from {2 * kF * (1 + low):.4f}"
      f" to {2 * kF * (1 + high):.4f} 1/angstrom")
print("1D, U=1: (omega/Omega) minus its limit at y=1e-2, 1e-4, 1e-6")
print(" " + ", ".join(f"{g:.4f}" for g in gaps))
print(f"dynamic scale y_d = {y_dyn:.6f}, exact upper pole = {y_pole:.6f}")
print(f"dynamic F1 at 2k_F for the bare phonon energy = {at_2kF:.4f}")
print("no test failed")
```

Output:

```
k_F = 1.0 1/angstrom, 2k_F = 2.0 1/angstrom
Fermi energy = 3.8100 eV
bare phonon energy = 20.0 meV, lam = 0.5, U = 1.0
largest error, closed forms vs definition = 8.9e-16
response F_d from the definition (dimensionless)
 y=-0.100: F1=1.6358 F2=1.0000 F3=0.65540
 y=-0.010: F1=2.6734 F2=1.0000 F3=0.52660
 y=-0.001: F1=3.8040 F2=1.0000 F3=0.50380
 y=+0.001: F1=3.7969 F2=0.9553 F3=0.49620
 y=+0.010: F1=2.6254 F2=0.8596 F3=0.47361
 y=+0.100: F1=1.3839 F2=0.5834 F3=0.35469
leading forms (dimensionless)
 y=-0.010: F1=2.6492 F2=1.0000 F3=0.52649
 y=+0.010: F1=2.6492 F2=0.8586 F3=0.47351
3D slope dF3/dx: numerical, leading form
 y=-0.0100: -2.1693, -2.1492
 y=-0.0010: -3.3043, -3.3005
 y=-0.0001: -4.4530, -4.4517
 y=+0.0001: -4.4522, -4.4517
 y=+0.0010: -3.2982, -3.3005
 y=+0.0100: -2.1313, -2.1492
ring test of (omega/Omega)^2: diagonalization, formula
 x=0.7025: 0.72307, 0.72306
 x=1.2975: 0.77970, 0.77969
phonon energy in meV at y = -0.01, 0, +0.01
 1D: 15.951, 14.142, 15.974
 1D at 2k_F: 3.420 THz
 2D: 17.321, 17.321, 17.537
 2D at 2k_F: 4.188 THz
 3D: 18.194, 18.257, 18.323
 3D at 2k_F: 4.415 THz
3D phonon slope d(omega/Omega)/dx: numerical, leading form
 y=-0.010: 0.2558, 0.2616
 y=-0.001: 0.4004, 0.4017
 y=+0.001: 0.4033, 0.4017
 y=+0.010: 0.2678, 0.2616
1D, U=0: unstable from y = -0.0425 to 0.0327
1D, U=0: leading half-width = 0.0366
1D, U=0: unstable q from 1.9150 to 2.0653 1/angstrom
1D, U=1: (omega/Omega) minus its limit at y=1e-2, 1e-4, 1e-6
 0.0916, 0.0571, 0.0416
dynamic scale y_d = 0.001312, exact upper pole = 0.001311
dynamic F1 at 2k_F for the bare phonon energy = 3.6645
no test failed
```
